# Linearization error in LAPW: fourth-order energies, second-order observables

In a linearized augmented basis built at the energy \(E_l\), a state of true energy \(\varepsilon\) has an eigenvalue error of order \(\delta^4\), where \(\delta=\varepsilon-E_l\). This order does not carry over to other observables. The wave function is wrong at order \(\delta^2\), and so are the density, a generic matrix element and the field gradient at the nucleus. For a fixed spherical potential and a complete basis outside the sphere,
\[
\Delta\varepsilon=C_4\,\delta^4+O(\delta^5),\qquad \Delta\langle A\rangle=-q\,\delta^2\langle u|A|g\rangle+O(\delta^3),
\]
where \(q\) is the charge of the state in the sphere, \(u\) the radial function and \(g\) a combination of \(u\) and its first two energy derivatives, constructed below.

## Counter-example: \(\langle r^{-3}\rangle\) of a p state

Hartree atomic units are used, the treatment is non-relativistic, and \(P(r)\) is \(r\) times the radial function. On \(0\le r\le L\) with \(P(0)=P(L)=0\),
\[
h=-\tfrac12\frac{d^2}{dr^2}+W,\qquad W=\frac{l(l+1)}{2r^2}+V,
\]
with \(V=-Z(1-r/R)^2/r\) for \(r<R\) and \(V=0\) for \(R<r<L\). The parameters are round model values, \(Z=5\), \(R=2.5\) bohr, \(L=4\) bohr.

### Reference solution

Inside, \(V=-Z/r+2Z/R-Zr/R^2\). Put \(P=r^{l+1}\sum_k a_kr^k\) into \(P''=2(W-E)P\). The second derivative and the centrifugal term combine to \((k+l+1)(k+l)-l(l+1)=k(k+2l+1)\), and equal powers of \(r\) give
\[
k(k+2l+1)\,a_k=-2Za_{k-1}+2\Big(\frac{2Z}{R}-E\Big)a_{k-2}-\frac{2Z}{R^2}a_{k-3},\qquad a_0=1 .
\]
Differentiating \(m\) times with respect to \(E\) reproduces this recurrence for \(\partial_E^m a_k\) with the extra term \(-2m\,\partial_E^{m-1}a_{k-2}\), so energy derivatives come from the same series. The solution normalised by \(\int_0^Ru^2dr=1\) and positive near the origin is \(u(r;E)\), dots denote \(\partial/\partial E\), and brackets of \(u,\dot u,\ddot u,g\) run over the sphere.

Outside, let \(\kappa^2=2E\) and \(d=L-r\). For \(l=0\) the solution vanishing at \(L\) is \(\sin(\kappa d)/\kappa\). For \(l=1\), if \(y''=-\kappa^2y\) then \(P=y/r-y'\) has \(P''=-\kappa^2y/r-2y'/r^2+2y/r^3+\kappa^2y'=(2/r^2-\kappa^2)P\), which is the required equation. The choice \(y=\cos\kappa d-\sin(\kappa d)/(\kappa L)\) has \(y'(L)=y(L)/L\), so \(P(L)=0\), and division by \(-\kappa^2\) gives
\[
P_{\rm out}=\frac{\sin \kappa d}{\kappa}+\frac{\sin \kappa d-\kappa d\cos \kappa d}{\kappa^3rL},
\]
a power series in \(\kappa^2\) that is real for either sign of \(E\). Matching logarithmic derivatives at \(R\) fixes \(\varepsilon\). The state \(\psi\), normalised on \([0,L]\), equals \(c\,u(r;\varepsilon)\) inside, and \(q=c^2\). The nodeless 2p state has \(\varepsilon=-0.015497\) Ha, \(q=0.944842\) and \(\langle r^{-3}\rangle=3.174074\) bohr\(^{-3}\). The 2s state, with one node and a 1s level below it, has \(\varepsilon=-0.175199\) Ha. The dipole integral is \(M=\int_0^L\psi_s\,r\,\psi_p\,dr=-1.355972\) bohr. These are converged numbers of the model, which has no self-consistency, relativity or non-spherical potential.

An electron of charge \(-1\) at \(\mathbf r\) produces the potential \(-1/|\mathbf r-\mathbf x|\) at \(\mathbf x\). Its second \(z\) derivative at \(\mathbf x=0\) is \(-(3\cos^2\theta-1)/r^3\). For a \(p_z\) orbital the weight in \(\mu=\cos\theta\) is \(\tfrac32\mu^2\), and \(\tfrac32\int_{-1}^1\mu^2(3\mu^2-1)d\mu=\tfrac32\left(\tfrac65-\tfrac23\right)=\tfrac45\). A p density vanishes at the nucleus, so no contact term arises, and
\[
V_{zz}=-\tfrac45\langle r^{-3}\rangle=-0.8\times3.174074=-2.5393\ \text{a.u.}=-24.67\times10^{21}\ \text{V/m}^2 .
\]

### Linearized calculation

The trial space \(S_\delta\) contains the functions that lie in the span of \(u_l=u(r;E_l)\) and \(\dot u_l=\dot u(r;E_l)\) inside, are arbitrary outside (finite kinetic energy, zero at \(L\)) and are continuous at \(R\). A basis consists of exterior envelopes joined in value to \(u_l\), which needs \(u_l(R)\ne0\), plus the local orbital \(\dot u_l-u_l\,\dot u_l(R)/u_l(R)\). This is the APW+lo construction, and slope-matched LAPW is a subspace of it, treated in the last section. Because the slope may jump at \(R\), the energy is taken in the gradient form
\[
a_\varepsilon(f,v)=\int_0^L\big[\tfrac12f'v'+(W-\varepsilon)fv\big]dr .
\]
The exterior is spanned by one linear function and 16 Legendre combinations vanishing at \(R\) and \(L\); the matrices are integrated by Gauss quadrature and diagonalized. At \(\delta=0\) the check requires agreement with the reference to \(10^{-11}\) Ha in \(\varepsilon\) and to a relative \(10^{-9}\) in \(\langle r^{-3}\rangle\), so what appears at \(\delta\neq0\) is linearization error. With the same \(\delta\) in both channels, and the last two columns relative to the reference values:

| \(\delta\) (Ha) | \(\Delta\varepsilon_{2p}\) (Ha) | \(\langle r^{-3}\rangle\) | dipole |
|---|---|---|---|
| 0.20 | \(6.57\times10^{-4}\) | \(-3.41\times10^{-2}\) | \(+1.13\times10^{-2}\) |
| 0.10 | \(4.71\times10^{-5}\) | \(-8.92\times10^{-3}\) | \(+2.81\times10^{-3}\) |
| 0.05 | \(3.15\times10^{-6}\) | \(-2.27\times10^{-3}\) | \(+6.98\times10^{-4}\) |
| −0.10 | \(6.15\times10^{-5}\) | \(-9.57\times10^{-3}\) | \(+2.69\times10^{-3}\) |

Halving \(\delta\) from 0.2 to 0.1 and then to 0.05 divides the energy error by 14.0 and 15.0, approaching 16. It divides the \(\langle r^{-3}\rangle\) error by 3.82 and 3.92, approaching 4, and the dipole error by 4.02 and 4.03, both within 1 % of 4. The parts even in \(\delta\), taken at 0.025 and 0.05 Ha, give exponents 4.002 for \(\varepsilon\) and 1.999 for \(\langle r^{-3}\rangle\). At \(\delta=0.1\) Ha the eigenvalue is off by 1.28 meV while
\[
\Delta V_{zz}=-0.8\times(-8.9179\times10^{-3}\times3.174074)=+0.0226\ \text{a.u.}=+0.22\times10^{21}\ \text{V/m}^2,
\]
which is 0.9 % of \(|V_{zz}|\). A fourth-order law for \(\langle r^{-3}\rangle\) is therefore false in this model.

## General statement

Take any fixed spherical \(V\) for which the regular solution behaves as \(r^{l+1}\), the space \(S_\delta\), and assume \(\dot u(R)\ne0\). All radial functions without the label \(l\) are taken at \(\varepsilon\). Define
\[
p=\langle\dot u|\dot u\rangle,\quad s=\langle\dot u|\ddot u\rangle,\quad \beta=\frac{\ddot u(R)+p\,u(R)}{\dot u(R)},\quad g=\ddot u+pu-\beta\dot u .
\]
Let \(\phi\) be the normalised Ritz state that tends to \(\psi\) as \(\delta\to0\). Then \(\phi-\psi=-\tfrac c2\delta^2g+O(\delta^3)\) inside and \(O(\delta^3)\) outside; \(\Delta\varepsilon=C_4\delta^4+O(\delta^5)\) with \(C_4=\tfrac q2(s-\beta p)\); and for a real symmetric \(A\) with finite matrix elements, \(\Delta\langle A\rangle=-c\,\delta^2\langle\psi|A|g\rangle+O(\delta^3)\), with \(g\) set to zero outside. For a local \(A(r)\) this is \(-q\delta^2\langle u|A|g\rangle\).

## Proof

### Radial identities

Differentiating \((h-E)u=0\) once and twice gives \((h-E)\dot u=u\) and \((h-E)\ddot u=2\dot u\). Differentiating \(\langle u|u\rangle=1\) gives \(\langle u|\dot u\rangle=0\), and once more \(\langle u|\ddot u\rangle=-p\). Finally
\[
1=\int_0^R\big[u(h-E)\dot u-\dot u(h-E)u\big]dr=-\tfrac12\int_0^R(u\dot u''-\dot uu'')dr=-\tfrac12\big[u\dot u'-\dot uu'\big]_{R},
\]
so \(u'\dot u-u\dot u'=2\) at \(R\). By construction \(g(R)=0\), and \(\langle u|g\rangle=-p+p-0=0\).

### Why the energy is special

Let \(\eta=\phi-\psi\). For any continuous \(v\) vanishing at 0 and \(L\), integration by parts gives \(a_\varepsilon(\psi,v)=\int v(h-\varepsilon)\psi\,dr=0\), with no term at \(R\) because \(\psi'\) is continuous there. For normalised \(\phi\), \(a_\varepsilon(\phi,\phi)=\Delta\varepsilon\), hence
\[
\Delta\varepsilon=a_\varepsilon(\psi,\psi)+2a_\varepsilon(\psi,\eta)+a_\varepsilon(\eta,\eta)=a_\varepsilon(\eta,\eta).
\]
For another operator,
\[
\Delta\langle A\rangle=2\langle\psi|A|\eta\rangle+\langle\eta|A|\eta\rangle ,
\]
and the term linear in \(\eta\) is not removed by the eigenvalue equation. The energy error is quadratic in the wave-function error and a generic \(\Delta\langle A\rangle\) is linear in it. At \(\delta=0.1\) Ha quadrature of \(a_\varepsilon(\eta,\eta)\) gives \(4.7089\times10^{-5}\) Ha, equal to the diagonalization value.

### A lemma

Suppose \(f\) is continuous, regular at 0, zero at \(L\), and \(a_\varepsilon(f,v)=0\) for all \(v\in S_0\). Then \(f=\gamma\psi+\tilde f\), where \(\tilde f\) vanishes for \(r\ge R\) and \(\langle u|\tilde f\rangle=0\).

Test functions supported outside are arbitrary, so \((h-\varepsilon)f=0\) for \(r>R\). With \(f(L)=0\) this second-order equation leaves one free constant, so \(f=\gamma\psi\) outside. Then \(\tilde f=f-\gamma\psi\) is zero outside, \(\tilde f(R)=0\) by continuity, and \(a_\varepsilon(\tilde f,v)=0\) since \(a_\varepsilon(\psi,v)=0\). Choose \(v=\dot u\) inside with any continuation:
\[
0=\int_0^R\big[\tfrac12\tilde f'\dot u'+(W-\varepsilon)\tilde f\dot u\big]dr=\tfrac12\big[\tilde f\dot u'\big]_0^R+\langle\tilde f|(h-\varepsilon)\dot u\rangle=\langle\tilde f|u\rangle .
\]
The boundary term vanishes at \(R\) because \(\tilde f(R)=0\) and at 0 because it scales as \(r^{2l+1}\).

If \(f\) itself lies in \(S_0\), then \(\tilde f=\alpha u+b\dot u\). Orthogonality to \(u\) gives \(\alpha=0\), and \(\tilde f(R)=b\,\dot u(R)=0\) gives \(b=0\). So \(\varepsilon\) is a simple Ritz value of \(S_0\). The spectrum on a finite interval is discrete and \(u_l,\dot u_l\) are analytic in \(E_l\), so this Ritz pair has a power series in \(\delta\).

### The wave-function error

Expand about \(\varepsilon\), with \(E_l=\varepsilon-\delta\):
\[
u_l=u-\delta\dot u+\tfrac12\delta^2\ddot u+\dots,\qquad \dot u_l=\dot u-\delta\ddot u+\dots,\qquad u_l+\delta\dot u_l=u-\tfrac12\delta^2\ddot u+O(\delta^3).
\]
Write \(\phi=a\,(u_l+\delta\dot u_l)+b\,\dot u_l\) inside, with \(a=c+a_1\delta+a_2\delta^2+\dots\) and \(b=b_1\delta+b_2\delta^2+\dots\). With \(\eta=\delta\eta_1+\delta^2\eta_2+\dots\), the interior parts are
\[
\eta_1=a_1u+b_1\dot u,\qquad \eta_2=-\big(\tfrac c2+b_1\big)\ddot u+a_2u+b_2\dot u .
\]
The Ritz equations read \(a_\varepsilon(\phi,v)=\Delta\varepsilon\langle\phi|v\rangle\) for \(v\in S_\delta\), and subtracting \(a_\varepsilon(\psi,v)=0\) gives \(a_\varepsilon(\eta,v)=\Delta\varepsilon\langle\phi|v\rangle\). Normalisation gives \(2\langle\psi|\eta\rangle+\langle\eta|\eta\rangle=0\).

At order \(\delta\), the right side does not contribute since \(\Delta\varepsilon=a_\varepsilon(\eta,\eta)=O(\delta^2)\), and \(v\) may be taken in \(S_0\) because \(S_\delta\) differs from it at \(O(\delta)\). As \(\eta_1\in S_0\), the lemma gives \(\eta_1=\gamma\psi\), normalisation gives \(\gamma=0\), and so \(\eta_1=0\), \(a_1=b_1=0\). It follows that \(\Delta\varepsilon=O(\delta^4)\).

At order \(\delta^2\) the same reasoning gives \(a_\varepsilon(\eta_2,v)=0\) on \(S_0\), so \(\eta_2=\gamma\psi+\tilde f\) with \(\tilde f=-\tfrac c2\ddot u+\alpha u+b_2\dot u\). Orthogonality to \(u\) requires \(\tfrac c2p+\alpha=0\). The condition \(\tilde f(R)=0\) requires \(b_2\dot u(R)=\tfrac c2[\ddot u(R)+pu(R)]\), that is \(b_2=\tfrac c2\beta\). Hence \(\tilde f=-\tfrac c2g\). Normalisation at this order is \(\langle\psi|\eta_2\rangle=0\), and since \(\langle\psi|\tilde f\rangle=c\langle u|\tilde f\rangle=0\), again \(\gamma=0\). Therefore \(\eta_2=-\tfrac c2g\) inside and zero outside. It is not identically zero, because
\[
(h-\varepsilon)g=2\dot u+0-\beta u
\]
cannot vanish when \(u\) and \(\dot u\) are orthogonal and \(p>0\).

### The coefficients

Since \(g(R)=0\), integration by parts gives \(a_\varepsilon(g,g)=\langle g|2\dot u-\beta u\rangle=2\langle g|\dot u\rangle=2(s-\beta p)\). Then \(\Delta\varepsilon=\delta^4\tfrac{c^2}{4}\cdot2(s-\beta p)\), which is \(C_4\delta^4\). For the lowest state of a channel the variational principle makes \(C_4\ge0\). With core levels below, that bound does not fix the sign.

The linear term gives \(\Delta\langle A\rangle=2\delta^2\langle\psi|A|\eta_2\rangle=-c\,\delta^2\langle\psi|A|g\rangle\). For the radial density \(\rho=P^2\) it gives \(\Delta\rho(r)=2\psi\eta=-q\delta^2u(r)g(r)\). For \(A=r^{-3}\) the integrands scale as \(r^{2l-1}\), finite for \(l\ge1\) and logarithmically divergent for \(l=0\). For a matrix element between two linearized states, \(\langle\psi_s+\eta_s|r|\psi_p+\eta_p\rangle\) expands to
\[
\Delta M=-\tfrac12\big[c_s\delta_s^2\langle g_s|r|\psi_p\rangle+c_p\delta_p^2\langle\psi_s|r|g_p\rangle\big]+\dots
\]
Eliminating \(\delta\) between the two leading laws gives \(|\Delta\langle A\rangle|=q\,|\langle u|A|g\rangle|\,(\Delta\varepsilon/C_4)^{1/2}\): at leading order, a hundredfold gain in the eigenvalue is a tenfold gain in the observable.

## The counter-example in closed form

For 2p the inputs are \(u(R)=0.35427\), \(\dot u(R)=-2.73028\), \(\ddot u(R)=-2.92391\), \(p=2.75112\), \(s=3.10487\), in powers of Ha\(^{-1}\) and bohr\(^{-1/2}\). Then
\[
\beta=\frac{-2.92391+2.75112\times0.35427}{-2.73028}=\frac{-1.94927}{-2.73028}=0.71395\ \text{Ha}^{-1},
\]
\[
C_4=\tfrac12\,0.944842\,(3.10487-0.71395\times2.75112)=0.472421\times1.14071=0.5389\ \text{Ha}^{-3}.
\]
With \(\langle u|r^{-3}|g\rangle=3.11394\), the \(\delta^2\) coefficient of \(\langle r^{-3}\rangle\) is \(-0.944842\times3.11394=-2.9422\) bohr\(^{-3}\)Ha\(^{-2}\), or \(-2.9422/3.174074=-0.9269\) Ha\(^{-2}\) relative to the reference. The squared norm of the error is \(\tfrac q4\langle g|g\rangle\delta^4=0.23621\times0.76362\,\delta^4=0.1804\,\delta^4\). For 2s, \(C_4=\tfrac12\,0.926202\,(1.36050-0.58707\times1.46692)=0.2312\) Ha\(^{-3}\), positive here although no bound requires it. The dipole coefficient is \(-0.3749\) bohr Ha\(^{-2}\), or \(+0.2765\) Ha\(^{-2}\) relative to \(M\). Each of these, and the density profile \(-qug\), was tested to a relative \(10^{-3}\) against diagonalization: runs at \(\pm\delta\) were combined to remove the next odd order and extrapolated from \(\delta=0.025\) and \(0.05\) Ha. The two columns are listed in the numerical output.

The sign of the \(\langle r^{-3}\rangle\) error follows from the shape of \(g\). Here \(g(R)=0\) and \(g'(R)=+4.03\), so \(g<0\) just inside \(R\), and with \(u>0\) the density error \(-q\delta^2ug\) is positive there. Its integral over the sphere is zero, and its largest magnitude is the negative value \(-0.531\,\delta^2\) bohr\(^{-1}\) at \(r=0.722\) bohr. There is only one sign change. Put \(g=uw\), allowed since \(u>0\) on \((0,R]\). Then \((h-\varepsilon)g=-(u^2w')'/(2u)=2\dot u-\beta u\), so \(u^2w'=-2F\) with \(F(r)=\int_0^ru^2\,(2\dot u/u-\beta)\,dr'\), \(F(0)=0\) and \(F(R)=-\beta<0\). The Wronskian identity taken on \([0,r]\) gives \((\dot u/u)'=-2u^{-2}\int_0^ru^2dr'<0\), so the integrand of \(F\) changes sign at most once, from positive to negative. If \(F<0\) throughout, \(w\) would rise to \(w(R)=0\) from below and \(\int u^2w\,dr=\langle u|g\rangle\) could not vanish. Hence \(F\) is first positive and then negative, \(w\) falls and then rises to zero at \(R\), and it has exactly one interior zero \(r_0\), with \(w>0\) below it and \(w<0\) above it. Charge moves outward within the sphere for either sign of \(\delta\), and \(\langle u|r^{-3}|g\rangle=\int_0^R(r^{-3}-r_0^{-3})\,u^2w\,dr>0\), because the integrand is nowhere negative.

At \(|\delta|=0.1\) Ha the leading terms are \(5.39\times10^{-5}\) Ha and \(-9.27\times10^{-3}\). The computed energy errors lie 13 % below and 14 % above the leading term for \(\delta=+0.1\) and \(-0.1\). Their mean, \(5.43\times10^{-5}\) Ha, is within 1 % of it, as is the mean \(-9.24\times10^{-3}\) for \(\langle r^{-3}\rangle\), so the asymmetry is the next, odd order. At \(\delta=0.0909\) Ha, where the leading law gives 1 meV, the computed error is 0.88 meV and \(\langle r^{-3}\rangle\) is low by 0.74 %. The zero of energy is arbitrary, so \(\Delta\varepsilon\) should be measured against \(p^{-1/2}=0.603\) Ha, the energy interval over which the first-order change \(\delta\,\dot u\) reaches the norm of \(u\). In terms of \(x=\delta\sqrt p\), the leading laws are \(\Delta\varepsilon\sqrt p=(0.5389/4.563)\,x^4=0.118\,x^4\) and \(\Delta\langle r^{-3}\rangle/\langle r^{-3}\rangle=-(0.9269/2.751)\,x^2=-0.337\,x^2\).

## Exceptions and conditions

The \(\delta^2\) term is absent when \(\langle\psi|A|g\rangle=0\). If \(A\psi=a\psi\), normalisation gives \(2\langle\psi|A|\eta\rangle=2a\langle\psi|\eta\rangle=-a\langle\eta|\eta\rangle\), and the error is \(O(\delta^4)\). A local operator that vanishes in the sphere, or is constant in it, also has no \(\delta^2\) term, because \(g\) lives inside and \(\langle u|g\rangle=0\).

The sphere charge is such a case, and its error is of third order. Let \(h_\lambda=h+\lambda\theta(R-r)\). The interior equation of \(h_\lambda\) at energy \(E+\lambda\) is that of \(h\) at \(E\), so the fixed space built at \(E_l\) is the linearized space of \(h_\lambda\) with linearization energy \(E_l+\lambda\). The theorem then gives for the Ritz value
\[
\varepsilon_{\rm Ritz}(\lambda)=\varepsilon(\lambda)+C_4(\lambda)\,\delta(\lambda)^4+O(\delta^5),\qquad \delta(\lambda)=\varepsilon(\lambda)-E_l-\lambda .
\]
The Hellmann–Feynman theorem holds for the true state, \(d\varepsilon/d\lambda=q\), and in the fixed space, \(d\varepsilon_{\rm Ritz}/d\lambda=q_{\rm Ritz}\). With \(d\delta/d\lambda=q-1\), differentiation at \(\lambda=0\) gives
\[
\Delta q=-4C_4(1-q)\,\delta^3+O(\delta^4),
\]
with coefficient \(-4\times0.5389\times0.055158=-0.1189\) Ha\(^{-3}\), confirmed by the same test. The computed errors are \(-1.10\times10^{-4}\) at \(\delta=+0.1\) Ha and \(+1.27\times10^{-4}\) at \(-0.1\) Ha, odd in \(\delta\) at leading order. An accurate sphere charge thus says nothing about the \(\delta^2\) redistribution of density inside the sphere.

The theorem fails when \(\dot u(R)\to0\). Then \(\beta\) diverges, and \(\dot u\), continued by zero, becomes a member of \(S_0\) with \(a_\varepsilon(\dot u,v)=\langle\dot u|(h-\varepsilon)v\rangle=0\) for \(v=u\) and \(v=\dot u\): a spurious second Ritz state sits at \(\varepsilon\). All statements hold at fixed potential; the feedback of \(\Delta\rho\) in a self-consistent calculation is not treated.

## Slope matching and the second derivative

Since \(\eta_2=0\) outside, the slope of \(\phi\) jumps at \(R\) by \(J_0=\phi'(R^-)-\phi'(R^+)=-\tfrac c2\delta^2g'(R)=-0.486015\times4.03052\,\delta^2=-1.9589\,\delta^2\), also tested. Standard LAPW joins each envelope to \(au_l+b\dot u_l\) in value and slope, which is solvable because the determinant \(u\dot u'-\dot uu'=-2\) is nonzero, and it forbids the jump. Its space is a subspace, so the 2p eigenvalue can only rise. If the envelopes represent \(\psi\) outside and \(\varepsilon\) is a simple Ritz value at \(\delta=0\), the order-\(\delta\) argument again gives \(\eta_1=0\), while \(\eta_2\) still contains \(-\tfrac c2\ddot u\). The measured exponents with 16 envelopes are 1.999 and 4.002.

The approach to the limit can be estimated for polynomial envelopes. On \(x\in[-1,1]\) the functions \(B_n=(P_n-P_{n+2})/\sqrt{4n+6}\) vanish at both ends and have \(B_n'=-(2n+3)P_{n+1}/\sqrt{4n+6}\). These derivatives are orthonormal since \(\int P_{n+1}^2dx=2/(2n+3)\), and their squared end values are \((2n+3)/2\), which sum over \(n<N\) to \((N^2+2N)/2\). Imposing \(J(\phi)=0\) with a Lagrange multiplier shifts \(\phi\) by \(-J_0\chi/J(\chi)\), where \(a_\varepsilon(\chi,v)=J(v)\) on the functions orthogonal to the state. At large \(N\) the kinetic term dominates the exterior part, whose coefficients are then proportional to the end slopes, so \(J(\chi)\propto N^2+2N\), while the interior part of \(\chi\) stays in a fixed two-dimensional space. The estimated shift of \(\langle r^{-3}\rangle\) is \(\propto\delta^2/(N^2+2N)\), with ratios \(1088/288=3.78\) for \(N=16\to32\) and \(4224/1088=3.88\) for \(32\to64\). The computed ratios are 3.75 and 3.87. From \(N=8\) to \(N=64\) the relative error at \(\delta=0.1\) Ha moves from \(-9.19\times10^{-3}\) to \(-8.92\times10^{-3}\): enlarging the exterior basis converges to the linearization error and does not remove it.

What removes the \(\delta^2\) term is a local orbital containing \(\ddot u_l\). Taylor's series about \(E_l\) gives \(u_l+\delta\dot u_l+\tfrac12\delta^2\ddot u_l=u-\tfrac16\delta^3\dddot u+\dots\), so the first function outside the span enters at \(\delta^3\). In the lemma the test function \(v=\ddot u\) adds \(\langle\tilde f|\dot u\rangle=0\). For \(\tilde f=\alpha u+b\dot u+e\ddot u\) the conditions are \(\alpha=pe\), \(b=-se/p\), and \(\tilde f(R)=e\,\dot u(R)(\beta-s/p)=0\), which force \(e=0\) when \(s\ne\beta p\). Then \(\eta_1=\eta_2=0\), \(\Delta\langle A\rangle=O(\delta^3)\) and \(\Delta\varepsilon=O(\delta^6)\). The measured exponents, from \(\delta=0.04\) and \(0.08\) Ha, are 3.000 and 6.003. At \(\delta=0.1\) Ha the energy error falls to \(5.4\times10^{-9}\) Ha and the relative \(\langle r^{-3}\rangle\) error to \(-7.7\times10^{-5}\), reductions by about \(9\times10^3\) and 115, and the order of the observable is again half that of the eigenvalue.

## Computed values

```
Z = 5.0, R = 2.5 bohr, L = 4.0 bohr
2p: eps = -0.015497 Ha, q = 0.944842, c = 0.972030
2p: u(R) = 0.35427 bohr^-1/2, ud(R) = -2.73028 /Ha, udd(R) = -2.92391 /Ha^2
2p: p = 2.75112 Ha^-2, s = 3.10487 Ha^-3, beta = 0.71395 Ha^-1
2s: eps = -0.175199 Ha, q = 0.926202, c = 0.962394
2s: u(R) = -0.41949 bohr^-1/2, ud(R) = 2.09637 /Ha, udd(R) = 1.84607 /Ha^2
2s: p = 1.46692 Ha^-2, s = 1.36050 Ha^-3, beta = 0.58707 Ha^-1
2p: <g|g> = 0.76362 Ha^-4, g'(R) = 4.03052 bohr^-3/2 Ha^-2
2p: <u|r^-3|g> = 3.11394 bohr^-3 Ha^-2
<r^-3> = 3.174074 bohr^-3, dipole <2s|r|2p> = -1.355972 bohr
angular factor = 0.8000, Vzz = -2.53926 au = -24.6749 e21 V/m^2
coefficient of delta^n: formula, diagonalization
  n=4 eps 2p [Ha^-3]: 0.538900  0.538901
  n=4 eps 2s [Ha^-3]: 0.231233  0.231233
  n=2 <r^-3> [bohr^-3 Ha^-2]: -2.942179  -2.942179
  n=2 dipole [bohr Ha^-2]: -0.374874  -0.374874
  n=3 sphere charge [Ha^-3]: -0.118898  -0.118899
  n=2 slope jump [bohr^-3/2 Ha^-2]: -1.958894  -1.958895
  n=4 |eta|^2 [Ha^-4]: 0.180375  0.180375
  n=2 sphere charge [Ha^-2], diagonalization: 2.2e-07
  n=2 density at r = 0.708 bohr [bohr^-1 Ha^-2]: -0.53063  -0.53063
relative n=2 coefficients [Ha^-2]: <r^-3> -0.92694, dipole 0.27646
C0 errors: delta[Ha], eps 2p[Ha], rel <r^-3>, rel dipole, charge
  +0.20  6.5709e-04  -3.4099e-02  +1.1284e-02  -8.1490e-04
  +0.10  4.7089e-05  -8.9179e-03  +2.8081e-03  -1.1018e-04
  +0.05  3.1492e-06  -2.2749e-03  +6.9762e-04  -1.4316e-05
  -0.10  6.1537e-05  -9.5659e-03  +2.6870e-03  +1.2733e-04
delta = 0.1 Ha leading: eps 5.3890e-05 Ha, rel <r^-3> -9.2694e-03
delta = 0.1 Ha: a(eta,eta) = 4.7089e-05 Ha, d eps = 1.2813 meV
delta = 0.1 Ha: d Vzz = +2.2645e-02 au = +2.2005e-01 e21 V/m^2
delta for leading 1 meV: 0.0909 Ha, actual d eps = 0.8847 meV
  rel <r^-3> error there: -7.3924e-03
measured orders C0: <r^-3> 1.999, eps 4.002
measured orders C1: <r^-3> 1.999, eps 4.002
measured orders HD: <r^-3> 3.000, eps 6.003
C1 N=8, delta 0.1: eps 5.0009e-05 Ha, rel <r^-3> -9.1913e-03, minus C0 -2.734e-04
C1 N=16, delta 0.1: eps 4.7924e-05 Ha, rel <r^-3> -8.9961e-03, minus C0 -7.820e-05
C1 N=32, delta 0.1: eps 4.7312e-05 Ha, rel <r^-3> -8.9388e-03, minus C0 -2.087e-05
C1 N=64, delta 0.1: eps 4.7146e-05 Ha, rel <r^-3> -8.9233e-03, minus C0 -5.389e-06
C1 deviation ratios: 16/32 3.746, 32/64 3.874
HD, delta 0.1: eps 5.409e-09 Ha, rel <r^-3> -7.729e-05
```
